Why a Dissolving Precipitate Is Not a Growing One Reversed

To choose how long an alloy must be held hot to dissolve its precipitates, one needs a law for the shrinking radius. The exact law for a sphere growing from nothing, R² = 4λ²Dt, seems to offer one: read it backwards as R² = R0² − 4λ²Dt and set R to zero. The decision is whether this may be used, both for the holding time and for the early loss of radius. It may not, except as a limit, and a single particle shows why.

**The model**

A sphere of solute fraction cP lies alone in an infinite matrix. The matrix is initially uniform at cM, and the matrix side of the interface is held at cI. The diffusivity D is constant, solute and solvent atoms have equal volumes, and interface energy and interface resistance are ignored. For dissolution cM < cI < cP. Define

u = (c − cM)/(cI − cM),  k = 2|cI − cM|/(cP − cI).

Thus u = 1 at the interface and u = 0 far away, in growth as in dissolution. When the interface moves by dR, the solute needed per unit area is (cP − cI) dR, and diffusion supplies it:

(cP − cI) dR/dt = D ∂c/∂r at r = R.

In dissolution ∂c/∂r = (cI − cM) ∂u/∂r is negative, so R falls. Multiplying by 2R/(cP − cI) gives

d(R²)/dt = kDR ∂u/∂r.

If the field were steady at each instant, u = R/r and R ∂u/∂r = −1. Then R² = R0² − kDt. The same argument for growth gives R² = kDt. These quasi-steady laws are mirror images, and this is where the idea of reversed growth has its justification.

**The counter-example**

Take a chromium particle in copper at 1270 K, with rough typical values: R0 = 1000 nm, D = 3.0 × 10⁻⁹ cm²/s, cP = 1, cI = 0.005 and cM = 0.0005. Then

k = 2(0.005 − 0.0005)/(1 − 0.005) = 0.00905,
R0²/D = 3.33 s.

The quasi-steady lifetime is R0²/(kD) = 368.5 s. Exact growth from zero to R0, with the same k and D, takes 337.8 s. Read backwards, the growth law says that the first 1% of the radius is lost in

337.8 s × (1 − 0.99²) = 6.7 s.

To find what happens instead, put w = ru. Since ∂²u/∂r² + (2/r)∂u/∂r = (1/r)∂²w/∂r², the spherical diffusion equation becomes

∂w/∂t = D ∂²w/∂r²,  w = R at r = R.

Also ∂u/∂r = (∂w/∂r − u)/r, so at the interface R ∂u/∂r = ∂w/∂r − 1. The interface law is therefore, without approximation within the model,

d(R²)/dt = −kD S,  S = 1 − ∂w/∂r at r = R.

S is the rate relative to the quasi-steady one. At first the radius has hardly changed. For small k, as here, the interface displacement is also small compared with the diffusion length, and to leading order the solution that starts from a uniform matrix is

w = R0 erfc[(r − R0)/√(4Dt)].

The derivative of erfc at zero is −2/√π, hence ∂w/∂r = −R0/√(πDt) and

S = 1 + R0/√(πDt).

The flux begins infinite in this model, because a finite concentration step sits at a sharp interface. The excess falls to the size of the steady part at t = R0²/(πD) = 1.06 s. Nothing like this appears in the reversed growth law.

With R ≈ R0, dR/dt = −(kD/2R0)S. Integration with T = Dt/R0² gives

1 − R/R0 = (k/2)[T + 2√(T/π)].

For a 1% loss, T + 1.128√T = 0.01/(k/2) = 2.21. The positive root is √T = −0.564 + √(0.318 + 2.21) = 1.026, so T = 1.053 and t = 3.5 s. The numerical solution of the full moving-interface problem gives 3.52 s. The reversed growth law is too slow here by almost a factor of two.

Yet the whole particle lasts 350.6 s in the full solution, longer than the 337.8 s of growth. Dissolution starts faster than reversed growth and finishes later, so no change of the constant in a parabolic law can repair both errors.

**The correct statement**

For this model, growth from zero radius into a uniform matrix has a self-similar solution, in which the concentration depends on r/R alone. Dissolution of a sphere from finite radius has none. The two radius laws become mirror images in the limit k → 0.

*Proof.* Suppose c = f(ρ) with ρ = r/R(t). Since ∂ρ/∂t = −ρ(dR/dt)/R, the diffusion equation, multiplied by R²/D, reads

−(R/D)(dR/dt) ρf′ = f″ + 2f′/ρ.

Evaluate it at ρ = 1. There f′ is not zero, because a moving interface needs a flux. All quantities except (R/D)dR/dt are then fixed numbers, so that factor must be a constant, p:

R dR/dt = pD,  R² = R(0)² + 2pDt.

The remaining equation is (ρ²f′)′ = −pρ(ρ²f′), whose solution is

f′ = Aρ⁻² exp(−pρ²/2),  A ≠ 0.

For dissolution p is negative. The exponential then grows with distance, f′ diverges, and f cannot approach cM. No self-similar dissolution exists.

For growth p is positive and f tends to a constant far away. At t = 0 the field is f(r/R(0)). If R(0) is finite, this is a matrix already depleted around the particle, not a uniform one. A uniform start requires R(0) = 0, and that is growth from zero size. ∎

There is a physical reason behind the sign. Filming growth and running the film backwards turns ∂c/∂t = D∇²c into ∂c/∂t = −D∇²c, in which solute moves up its gradient. A real dissolving particle still obeys the forward equation.

**The growth constant**

With R(0) = 0, write 2p = 4λ² and η = r/√(4Dt). The interface is at η = λ, and pρ²/2 = η². Hence u = F(η)/F(λ), where

F(z) = ∫ from z to ∞ of exp(−s²)/s² ds = exp(−z²)/z − √π erfc(z),

the second form following by parts. The gradient at the interface is

∂u/∂r = −exp(−λ²)/[λ²F(λ)√(4Dt)].

For growth cI − cM is negative, so the interface balance becomes dR/dt = −(k/2)D ∂u/∂r. With dR/dt = λ√(D/t), this gives 4λ³F(λ)exp(λ²) = k, or

4λ²[1 − √π λ exp(λ²) erfc(λ)] = k.

For small k, 4λ² ≈ k(1 + √π λ) with λ ≈ √k/2. The time to reach R0 is then

t_growth = R0²/(4λ²D) ≈ [R0²/(kD)][1 − √(πk)/2].

**Finite size, not shrinkage alone**

Two neighbouring cases show what destroys the similarity. A planar interface has no radius. Let the matrix occupy z > 0 at the start and let the interface recede to z = −2μ√(Dt). Then

u = erfc[z/√(4Dt)]/erfc(−μ)

satisfies the diffusion equation and both boundary values. Equating the speed μ√(D/t) to (k/2)D|∂u/∂z| gives

√π μ exp(μ²) erfc(−μ) = k/2.

So a thick slab does dissolve self-similarly, until its finite thickness or a finite matrix is felt. For k = 0.5, μ = 0.1222. The spherical solution at Dt/R0² = 0.001, after the leading small-k estimate of its curvature contribution, (k/2)Dt/R0, is subtracted from the displacement, gives 0.1215.

Conversely, growth from a finite radius in a uniform matrix also has a transient, but at k = 0.1 it is forgotten. When R has reached 30R0, the full solution has u = 0.3386 at r = 2R, against 0.3385 in the self-similar field. In dissolution at the same k the profile keeps changing:

R/R0 = 0.95: u(2R) = 0.141, S = 1.81
R/R0 = 0.80: u(2R) = 0.384, S = 1.21
R/R0 = 0.50: u(2R) = 0.501, S = 0.975
R/R0 = 0.20: u(2R) = 0.586, S = 0.81

A growing sphere leaves its initial size behind as a small fraction of R. A dissolving sphere becomes ever smaller than the field it made earlier.

**Why dissolution takes longer**

The late slowing can be calculated for small k. During the lifetime the diffusion length is about 2R0/√k, much larger than the interface displacement. The displacement therefore changes the already small term ∂w/∂r only at higher order. What must be kept is the changing boundary value w = R(t). Treat it as an initial step R0 followed by small steps dR, each producing the erfc response found above:

−∂w/∂r = (πD)^(−1/2) [R0/√t + ∫₀ᵗ R′(s)/√(t − s) ds].

The bracket is the time derivative of ∫₀ᵗ R(s)/√(t − s) ds, as integration by parts before differentiating shows. Let y = R/R0 and τ = kDt/R0². Integrating the interface law gives

y² = 1 − τ − √(k/π) ∫₀^τ y(s)/√(τ − s) ds.

In the small last term use the quasi-steady y = √(1 − s). At τ = 1 its integrand equals 1, and so does the integral. Setting y = 0 gives

t_life ≈ [R0²/(kD)][1 − √(k/π)].

The corrections are 0.564√k for dissolution and 0.886√k for growth. At fixed k, D and R0, dissolution is therefore slower by the factor 1 + 0.322√k to this order. For the chromium particle the formula gives 368.5 s × (1 − 0.0537) = 349 s, close to the full 350.6 s.

The same expression locates the change from fast to slow. With R′ from the quasi-steady law, the memory integral needs

∫₀^τ ds/√[(1 − s)(τ − s)] = 2 artanh √τ,

found by substituting v² = τ − s. Thus

S ≈ 1 + √(k/π)[1/√τ − artanh √τ].

The bracket vanishes at √τ = 0.834, where R/R0 = √(1 − τ) = 0.552. The full solution at k = 0.0001 also gives 0.552. Before this point the young, steep field speeds dissolution. After it, solute released when the particle was larger surrounds the small remnant and reduces the gradient. The logarithmic growth of artanh near τ = 1 shows that the expansion for the rate fails at the very end, although its integral stays finite.

**A tempting repair**

One may keep the fixed-sphere transient throughout the life:

dR/dt = −(k/2)[D/R + √(D/(πt))].

For small k this stationary-interface law is right at early times. At k = 0.5 it already overestimates the early loss of radius by about 15%, because the receding interface stretches the diffusion layer. To integrate it, let s = √τ and q = √(k/4π). Then dy/ds = −s/y − 2q, and y = sv separates the variables:

ds/s = −v dv/(v² + 2qv + 1).

At the start v → ∞ with sv → 1; at the end v = 0. Writing v = (v + q) − q, the logarithm from the first part cancels the starting value of ln s, leaving

ln s_end = −q ∫₀^∞ dv/[(v + q)² + 1 − q²] = −q arccos(q)/√(1 − q²).

The scaled lifetime is τ = s_end² = exp[−2q arccos(q)/√(1 − q²)], which for small k is 1 − πq = 1 − √(πk)/2. To this order it equals the growth time, not the dissolution time. The law keeps the early enhancement but omits the later memory of released solute. For the example it gives 339.2 s.

The differences grow with k. In units of R0²/(kD), the full lifetime, the stationary-interface lifetime and the growth time are

k = 0.1: 0.87, 0.77, 0.73
k = 0.5: 0.82, 0.57, 0.43

At k = 0.5 dissolution takes 1.9 times as long as growth.

**The real particle**

For chromium in copper, the correction to the lifetime is smaller than several omitted effects. By the end of dissolution √(4Dt) is about 20,500 nm, so the particle is isolated only if its neighbours are farther away than that. A particle volume fraction of 0.001 would finally remove 22% of the concentration difference. If the released solute is spread evenly through the matrix, a quasi-steady estimate lengthens the lifetime by 16%, from 368.5 s to about 428 s. That is too much, because each particle's share of the matrix has a radius of only 10R0, less than the diffusion length, and the flux law for an infinite matrix then underestimates the gradient during most of the dissolution. Solving the diffusion problem in a closed sphere of this radius gives about 380 s, which is 8% longer than the full 350.6 s of the isolated particle and only 3% above the quasi-steady 368.5 s. Above a fraction of about 0.0045, the matrix would reach cI before the particles had gone. With a rough activation energy of 2.0 eV, a furnace 10 K hotter raises D by 15%. The solubility cI rises as well, towards roughly 0.9 at% at the eutectic near 1350 K, so the product kD that sets the lifetime rises by roughly 25%. Capillarity, for a rough interface energy of 0.6 J/m², shortens the lifetime by about 0.2%. The volume mismatch is small: the rounded lattice parameters used here give 5%, and less rounded room-temperature values about 2%. Interface resistance is negligible if every interface site is active; a less active interface could matter.

Heating also blurs the start. D changes by a factor e over 69 K, and kD, with the rising solubility, over roughly 45 K. At 1 K/s these take 69 s and 45 s, far longer than the 1.06 s transient. The sharp isothermal start is thus a property of the model, and a holding time for this alloy should be set from the heating history, particle fraction and largest particles before a correction of 5% is considered. In a system with larger k, the choice of dissolution law itself becomes a leading concern. The numerical output below gives most of the values used here.

Computed results

```
GENERAL RESULTS (dimensionless)
Lifetimes and growth time in units R0^2/(kD):
 k=0.00010: dissolve 0.9944, stationary-interface 0.9912, grow 0.9911
 k=0.00905: dissolve 0.9513, stationary-interface 0.9205, grow 0.9167
 k=0.10000: dissolve 0.8719, stationary-interface 0.7669, grow 0.7308
 k=0.50000: dissolve 0.8203, stationary-interface 0.5725, grow 0.4305
(1-lifetime)/sqrt(k), k=1e-4: 0.5584; limit 0.5642
(1-growth time)/sqrt(k), k=1e-4: 0.8852; limit 0.8862
R/R0 where S=1, k=1e-4: 0.552; limit 0.552
Dissolution at k=0.1, S and u at r=2R:
 R/R0=0.95: S=1.814, u(2R)=0.141
 R/R0=0.80: S=1.206, u(2R)=0.384
 R/R0=0.50: S=0.975, u(2R)=0.501
 R/R0=0.20: S=0.813, u(2R)=0.586
Growth at k=0.1: lambda=0.1850, exact u(2R)=0.3385
 from finite R0, at R=30 R0: u(2R)=0.3386, rate/exact rate=0.9998
Planar dissolution k=0.5: mu=0.1222, from sphere 0.1215
Example k, Dt/R0^2=0.1: S=2.770, fixed-sphere formula 2.784
Example k, Dt/R0^2=1.0: S=1.551, fixed-sphere formula 1.564
Largest relative solute-balance error: 2.0e-04
EXAMPLE: Cr particle in Cu (rough typical inputs)
T = 1270 K, D = 3.0e-09 cm2/s, R0 = 1000 nm
cP = 100 at%, cI = 0.50 at%, cM = 0.05 at%
k = 0.00905, R0^2/D = 3.33 s
Transient time R0^2/(pi D) = 1.06 s
First 1% of radius lost: full 3.52 s, quasi-steady 7.33 s
Lifetime, full solution = 350.6 s = 5.84 min
Lifetime, quasi-steady = 368.5 s
Lifetime, stationary-interface law = 339.2 s
Growth from zero to R0 at equal k = 337.8 s
Dissolution time/growth time = 1.0377
Diffusion length sqrt(4Dt) at end = 20510 nm
NEGLECTED EFFECTS (rough inputs)
Particle fraction 1e-03: final loss of drive 22 %, lifetime +16 %
Capillarity, 0.6 J/m2: length 0.83 nm, lifetime -0.18 %
Lattice parameters Cr 0.29 nm, Cu 0.36 nm: volume mismatch 5 %
Interface/diffusion resistance, all sites active, about a/R0 = 3.6e-04
Activation energy 2.0 eV: 10 K hotter raises D by 15 %
D changes by factor e over 69 K; at 1 K/s: 69 s
```
